# Electronic Heat Conductance of a Tunnel Barrier from Its Resistance-Area Product

**Question.** A magnetic tunnel junction has a resistance-area product of 10 ohm µm² at 300 K. How much heat do the tunnelling electrons carry through its barrier per unit area and per kelvin of temperature difference? How does this scale with resistance and temperature, and how much of the junction's whole heat conductance is it?

**Answer.**

## Charge and heat carried by tunnelling electrons

Let the two electrodes be large metals, each with its own temperature and chemical potential. Within an electrode, both spins share the same temperature. Let the tunnelling be elastic and coherent, so that an electron leaves one electrode and enters the other at the same energy $E$. I measure $E$ from the mean chemical potential, call the hot electrode L and the cold one R, and count flow from L to R as positive.

One transverse mode of one spin has $1/(hv)$ right-moving states per unit length and energy, where $v$ is the velocity along the junction normal. These states arrive at the barrier at the rate $v\times 1/(hv)=1/h$ per unit energy, so the velocity drops out. Let $N(E)$ be the transmission probability summed over modes and both spins, per unit area. The net particle flux is then

$$\Phi=\frac1h\int N(E)\,[f_L(E)-f_R(E)]\,dE ,$$

with $f_L$ and $f_R$ the Fermi functions. The same $N$ serves both directions, as it must if the current is to vanish in equilibrium. The charge current density has magnitude $e|\Phi|$. The heat current density is

$$q=\frac1h\int E\,N(E)\,[f_L(E)-f_R(E)]\,dE .$$

Moving the zero of energy by $\epsilon$ changes $q$ by $\epsilon\Phi$. At zero charge current the heat current therefore does not depend on that choice. This open-circuit condition defines the heat conductance $\kappa_e=q/\Delta T$, with $\Delta T=T_L-T_R$. It is a conductance per area, in W/(m² K), and not a conductivity.

For small differences, put $u=\mu_L-\mu_R$. The Fermi function depends on energy through $x=(E-\mu)/(k_BT)$ alone, and small changes of $\mu$ and $T$ change $x$ by

$$\delta x=-\frac{\delta\mu}{k_BT}-\frac{E-\mu}{k_BT}\frac{\delta T}{T}.$$

Since $df/dx=k_BT\,df/dE$, the difference of occupations is, to first order,

$$f_L-f_R=\left(-\frac{df}{dE}\right)\left(u+E\,\frac{\Delta T}{T}\right).$$

Define the moments $K_n=\int E^nN(E)(-df/dE)\,dE$. The two currents become

$$\Phi=\frac1h\left(K_0u+K_1\frac{\Delta T}{T}\right),\qquad q=\frac1h\left(K_1u+K_2\frac{\Delta T}{T}\right).$$

With equal temperatures and $|u|=eV$, the charge current density is $(e^2/h)K_0V$. The resistance-area product, written $RA$, therefore obeys

$$\frac1{RA}=\frac{e^2}{h}K_0 .$$

With no charge current, $u=-K_1\Delta T/(K_0T)$. Inserting this in $q$ gives

$$\kappa_e=\frac1{hT}\left(K_2-\frac{K_1^2}{K_0}\right).$$

Now multiply by $RA/T=h/(e^2K_0T)$:

$$L\equiv\frac{\kappa_e\,RA}{T}=\frac1{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

The bracket is the variance of the electron energy, taken with the weight $N(-df/dE)$. The overall size of $N$ has cancelled. A barrier that is harder to cross reduces charge and heat flow together, and what is left in $L$ is the spread of energies that take part.

## Flat transmission: the estimate

Let $N$ be constant over the thermal window. For heat this window reaches about $10\,k_BT$ on either side of the chemical potential, because the factor $E^2$ in $K_2$ favours the outer energies. The weight is then even in $E$ and $K_1=0$. The second moment needs one integral. For $x>0$, $-df/dx=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}$, so that

$$\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx=2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Hence $K_2/K_0=(\pi^2/3)(k_BT)^2$, and $L$ takes the Wiedemann-Franz value

$$L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2},\qquad \kappa_e=\frac{L_0T}{RA}.$$

One square micrometre is $10^{-12}$ m², so $RA=10\times10^{-12}=10^{-11}$ ohm m². At 300 K, $L_0T=7.329\times10^{-6}$ V²/K, and

$$\kappa_e=\frac{7.329\times10^{-6}}{10^{-11}}=7.33\times10^5\ \mathrm{W/(m^2\,K)}.$$

This is 0.73 µW per kelvin for each square micrometre. The units agree, because V²/ohm is a watt.

At fixed temperature, doubling $RA$ halves $\kappa_e$. At fixed $RA$, $\kappa_e$ is proportional to $T$. If $RA$ itself changes with temperature, its value at the temperature of use belongs in the formula.

For flat transmission the result is not confined to small $\Delta T$. With equal chemical potentials, $f_L-f_R$ is odd in $E$, so no charge flows. For each electrode, subtract the zero-temperature step $\theta(-E)$, which cancels in the difference. The function $f-\theta(-E)$ is odd, so

$$\int E\,[f-\theta(-E)]\,dE=2(k_BT)^2\int_0^\infty\frac{x\,dx}{e^x+1}=2(k_BT)^2\,\frac{\pi^2}{12}=\frac{\pi^2}{6}(k_BT)^2.$$

With $N/h=1/(e^2RA)$, the heat current is

$$q=\frac{L_0}{2RA}\,(T_L^2-T_R^2)=\frac{L_0}{RA}\,\frac{T_L+T_R}{2}\,(T_L-T_R).$$

The temperature in the law is then the mean of the two. Direct integration over the Fermi functions of electrodes at 330 K and 270 K gives $7.329\times10^5$ W/(m² K), the value just found for 300 K.

## How far a real energy dependence moves it

Somewhere in its band gap a barrier has an energy at which it is least transparent. I assume that the chemical potential lies above that energy, on the side of the conduction band. The barrier is then more transparent at higher energy, so $N$ is not quite flat. Let $n_1=k_BT\,N'/N$ and $n_2=(k_BT)^2N''/N$, with derivatives at $E=0$. To second order, with $x=E/(k_BT)$,

$$N(E)=N(0)\left(1+n_1x+\tfrac12n_2x^2\right).$$

The series used above gives the fourth moment of $-df/dx$ as $48\sum(-1)^{n+1}/n^4=7\pi^4/15$, and the odd moments vanish. Therefore

$$\frac{K_0}{N(0)}=1+\frac{\pi^2}{6}n_2,\qquad \frac{K_1}{N(0)k_BT}=\frac{\pi^2}{3}n_1,\qquad \frac{K_2}{N(0)(k_BT)^2}=\frac{\pi^2}{3}+\frac{7\pi^4}{30}n_2 .$$

Dividing the third by the first, subtracting the square of $K_1/(K_0k_BT)$, and dropping terms beyond second order gives

$$\frac{e^2L}{k_B^2}=\frac{\pi^2}{3}+\left(\frac{7\pi^4}{30}-\frac{\pi^4}{18}\right)n_2-\frac{\pi^4}{9}n_1^2 .$$

Division by $\pi^2/3$ turns the coefficient of $n_2$ into $7\pi^2/10-\pi^2/6=8\pi^2/15$:

$$\frac{L}{L_0}=1+\frac{8\pi^2}{15}n_2-\frac{\pi^2}{3}n_1^2 .$$

Positive curvature of $N$ gives more weight to the outer parts of the thermal window and raises the variance. The slope shifts the mean energy, and the square of that shift is subtracted.

To put numbers to $n_1$ and $n_2$, take a rectangular barrier of thickness $d$, with height $\phi$ above the chemical potential and effective mass $m$. An electron with no transverse motion decays at the rate $\kappa_b=\sqrt{2m(\phi-E)}/\hbar$. A conserved transverse wavevector $k$ raises this to $p=\sqrt{\kappa_b^2+k^2}$. In the exponential approximation, with prefactor 1, the transmission is $e^{-2pd}$. Using $k\,dk=p\,dp$ and a factor 2 for spin,

$$N=2\int\frac{d^2k}{(2\pi)^2}e^{-2pd}=\frac1\pi\int_{\kappa_b}^\infty p\,e^{-2pd}\,dp=\frac{e^{-2\kappa_bd}}{\pi}\left(\frac{\kappa_b}{2d}+\frac1{4d^2}\right).$$

Energy enters through the lower limit of the integral. Since $dN/d\kappa_b=-\kappa_be^{-2\kappa_bd}/\pi$ and $d\kappa_b/dE=-m/(\hbar^2\kappa_b)$,

$$N'=\frac{m}{\pi\hbar^2}e^{-2\kappa_bd},\qquad N''=\frac{2md}{\hbar^2\kappa_b}N'.$$

I use $\phi=1$ eV and $m=0.4$ electron masses, rough effective values for a junction of the MgO type. They give $\kappa_b=3.240$ nm⁻¹ at $E=0$. The chosen $RA$ requires a thermally averaged mode sum $h/(e^2RA)=2.58\times10^{-3}$ per nm², which the model reaches at $d=0.866$ nm.

From the definition of $\kappa_b$, $m/\hbar^2=\kappa_b^2/(2\phi)=5.25$ eV⁻¹ nm⁻². The bracket in $N$ is $3.240/1.732+1/(4\times0.750)=2.20$ nm⁻². With $k_BT=0.02585$ eV,

$$n_1=0.02585\times\frac{5.25}{2.20}=0.062,\qquad n_2=0.0045 .$$

The curvature term is then $+0.0235$ and the slope term $-0.0125$, so $L/L_0=1.011$. For comparison, I integrated the Fermi functions of two electrodes 0.5 K apart about 300 K and found the open-circuit voltage numerically. This gives 1.0113, against 1.0110 from the expansion. At a mean temperature of 150 K, with the same barrier and difference, both give 1.0028. The departure has fallen to about a quarter, as a correction in $T^2$ should. For this barrier at 300 K, in the exponential approximation, $\kappa_e$ is $7.41\times10^5$ W/(m² K), 1.1 % above the Wiedemann-Franz estimate. The second digit depends on the approximation. With the exact transmission of the same rectangular barrier between free-electron electrodes (Fermi wavevector 6 to 13 nm⁻¹, mass 0.4 or 1 electron mass, thickness refitted to the same $RA$), the correction lies between 0.7 % and 1.8 %.

The thick-barrier limit shows how the correction scales. If $\kappa_bd\gg1$, the term $1/(4d^2)$ can be dropped. Then $n_1=k_BT\,\kappa_bd/\phi$ and $n_2=n_1^2$, so that

$$\frac{L}{L_0}\approx1+\left(\frac{8\pi^2}{15}-\frac{\pi^2}{3}\right)n_1^2=1+\frac{\pi^2}{5}\left(\frac{k_BT\,\kappa_bd}{\phi}\right)^2 ,$$

provided $n_1$ is still small. Because $\kappa_b^2\propto m\phi$, the departure grows as $m\,d^2T^2/\phi$. A thick, low barrier at high temperature is where the simple law loses accuracy. For the present numbers this limit gives a correction of 1.0 %, close to the fuller result although the barrier is thin. In thicker barriers the higher orders in $n_1$ enter: at $d=2.5$ nm the formula gives 8.7 % and the full integration 10.1 %.

## Thermopower and the electrical boundary condition

The slope of $N$ also produces a voltage. More electrons cross from the hot side above the chemical potential than return below it, until a voltage stops the net flow. Its magnitude per kelvin is

$$|S|=\frac{|u|}{e\,\Delta T}=\frac{|K_1|}{eTK_0}\approx\frac{\pi^2}{3}\frac{k_B}{e}|n_1| .$$

This leading-order form gives 17.5 µV/K, and the numerical open-circuit solution gives 17.6 µV/K. This value is far more sensitive to the model than $L$ is. The exact transmission with the electrodes above gives 14 to 27 µV/K. In a two-band gap of 7.8 eV with the same decay constant, $|S|$ is 15 µV/K with the chemical potential 1 eV below the conduction band and 4 µV/K at 2.5 eV below it; it vanishes at midgap and changes sign below that. From 2.5 eV down to 5 eV below the conduction band, the correction to $L$ is only 0.1 to 0.2 %.

If the junction is held at zero voltage instead, charge flows and the heat conductance becomes $K_2/(hT)$. The excess over the open-circuit value is

$$\frac{K_1^2}{hTK_0}=\frac{(eTK_0S)^2}{hTK_0}=S^2T\,\frac{e^2K_0}{h}=\frac{S^2T}{RA}.$$

Numerically this is $(17.58\times10^{-6})^2\times300/10^{-11}=9.3\times10^3$ W/(m² K). It accounts for the rise from $7.41\times10^5$ to $7.50\times10^5$ W/(m² K). In this model the electrical boundary condition matters at about the 1 % level.

## When the law fails

The Wiedemann-Franz value was derived for a transmission that varies slowly over the thermal window. Suppose instead that electrons pass through a narrow energy filter centred at the chemical potential, with $N\propto\exp[-E^2/(2w^2)]$ and $w\ll k_BT$. Across the filter $-df/dE$ is nearly constant. The energy variance is then $w^2$, and

$$\frac{L}{L_0}\approx\frac{w^2}{(\pi^2/3)(k_BT)^2}=\frac{3w^2}{\pi^2(k_BT)^2}.$$

For $w=0.1\,k_BT=2.6$ meV this is 0.0030, and direct integration also gives 0.0030. Charge still flows under a voltage, but every carrier has an energy within about $w$ of the chemical potential and so carries little heat. Because the filter is centred there, a temperature difference drives equal and opposite electron flows above and below the chemical potential. The charge current is then zero without any voltage, and the heat current is small. The shape of the filter matters. A single level coupled to two metals has a Lorentzian transmission, $N\propto\Gamma^2/(E^2+\Gamma^2)$, whose tails reach across the thermal window. For $\Gamma\ll k_BT$, and with $N(0)$ the peak value, $K_0\approx\pi\Gamma N(0)/(4k_BT)$ and $K_2\approx\Gamma^2N(0)$, so that

$$\frac{L}{L_0}\approx\frac{12}{\pi^3}\frac{\Gamma}{k_BT}.$$

For $\Gamma=0.1\,k_BT$ this is about 0.04. The heat conductance is still far below the Wiedemann-Franz value at the same $RA$, but the tails make it much larger than for the Gaussian filter. A parallel path with flat transmission would raise it further.

## The electrons' share of the whole heat flow

Phonons cross the barrier in parallel with the electrons. A rough model puts two interfaces and the film in series. With $5\times10^8$ W/(m² K) for each interface and 4 W/(m K) for the film, both rough values,

$$\frac1{g_{ph}}=\frac{2}{5\times10^8}+\frac{0.866\times10^{-9}}{4}=(4.0+0.22)\times10^{-9}\ \mathrm{m^2K/W},$$

so $g_{ph}=2.4\times10^8$ W/(m² K). The electrons add only 0.31 % to this. The interfaces supply most of the thermal resistance in this model, so the result depends mainly on their poorly known conductance. A bulk conductivity is a crude description of so thin a film, but its term is small here.

The difference matters when a temperature drop is wanted. For a heat flux of $10^7$ W/m², the electronic conductance alone would give $10^7/(7.33\times10^5)=13.6$ K. With phonons included, the drop is 42 mK. This comparison assumes that electrons and phonons share one temperature on each side. If they do not, each channel responds to its own temperature difference.

At fixed phonon conductance and 300 K, the electrons would match the phonons when $RA=L_0T/g_{ph}=7.33\times10^{-6}/(2.37\times10^8)=3\times10^{-14}$ ohm m², or 0.03 ohm µm². That is some three hundred times below the present value. The model barrier would then be only 0.2 to 0.3 nm thick (0.23 nm in the exponential approximation, about 0.3 nm with the exact transmission), one to two atomic layers, so this figure shows the scale and does not describe a practical tunnel junction.

Magnetic switching changes the electronic part. If $RA$ doubles in the antiparallel state, a rough figure for the size of the effect, $\kappa_e$ falls to $3.7\times10^5$ W/(m² K). With the phonon part unchanged, the total heat conductance changes by 0.15 %.

An applied bias brings in Joule heat. The dissipated power per area, $V^2/RA$, equals the electronic heat flow $L_0T\Delta T/RA$ when

$$V=\sqrt{L_0T\,\Delta T}.$$

The resistance cancels. For $\Delta T=1$ K at 300 K this is 2.7 mV. To keep Joule heat small beside the electronic conduction of a 1 K difference, the bias must therefore stay well below this value. The current also carries Peltier heat, $|S|TV/RA$ per area, which is linear in the bias and reverses with it. With the thermopower of the model barrier, it equals the electronic conduction of a 1 K difference already at $V=L_0\,\Delta T/|S|=1.4$ mV, so here it sets the stricter limit. This holds only while $S^2T>L_0\Delta T$, that is for $|S|$ above 9 µV/K at a 1 K difference; for a smaller thermopower Joule heat sets the limit.

## The model beside a real junction

An $RA$ near 10 ohm µm² and an MgO barrier about 1 nm thick are ordinary values for magnetic memory cells. The fitted thickness is of that size, but it should not be read as a measurement. If the transmission prefactor were 4 instead of 1, the same $RA$ would require 1.05 nm. The estimate $L_0T/RA$ would not move, because it uses the resistance and not the thickness. Limiting the transverse wavevectors to a rough electrode value of 10 nm⁻¹ removes about $10^{-5}$ of the mode sum, which is negligible.

Real electrodes have spin-dependent bands and interface states, which can make $N(E)$ steeper than in the rectangular barrier. Inelastic tunnelling breaks the assumption of equal energy before and after crossing, and magnons may carry heat of their own. Pinholes would add a further current path. These effects are not sized here, so the 1.1 % correction belongs to the model barrier and is not an error bar for a device. The largest omission sized here is the phonon channel. With the rough values above, it makes the total heat conductance about three hundred times the electronic estimate. The figure $7\times10^5$ W/(m² K) is thus suited to the electronic channel, and not to finding the temperature drop across the junction. The numerical output lists the values used.

## Table of computed values

```
Temperature: 300 K
Thermal energy kB T: 25.852 meV
Resistance-area product: 10.0 ohm um2 = 1.00e-11 ohm m2
Electrical conductance per area: 1.000e+11 S/m2
Lorenz number L0: 2.44300e-08 V2/K2
L0 T: 7.3290e-06 V2/K
Wiedemann-Franz kappa_e: 7.3290e+05 W/(m2 K)
Flat N, 330 K against 270 K: 7.3290e+05 W/(m2 K)
Required mode sum N: 2.5813e-03 per nm2
Barrier height (rough): 1.00 eV
Barrier mass (rough): 0.40 electron masses
Decay constant at E=0: 3.240 1/nm
Fitted thickness, prefactor 1: 0.866 nm
Fitted thickness, prefactor 4: 1.047 nm
n1 = kT N'/N: 0.06157
n2 = (kT)^2 N''/N: 0.00447
L/L0 from Fermi distributions, 300 K: 1.01132
L/L0 from expansion, 300 K: 1.01104
L/L0 from Fermi distributions, 150 K: 1.00278
L/L0 from expansion, 150 K: 1.00276
Barrier kappa_e, open circuit: 7.4120e+05 W/(m2 K)
Barrier kappa_e, zero voltage: 7.5047e+05 W/(m2 K)
Thermopower magnitude, numerical: 17.58 uV/K
Thermopower magnitude, leading order: 17.46 uV/K
Narrow filter width: 2.585 meV
Narrow filter L/L0, numerical: 0.00302
Narrow filter L/L0, estimate: 0.00304
Electrode Fermi wavevector (rough): 10 1/nm
Mode sum lost by electrode cut-off: 9.8e-06
One-interface phonon conductance (rough): 5.0e+08 W/(m2 K)
Film thermal conductivity (rough): 4.0 W/(m K)
Phonon conductance of barrier: 2.37e+08 W/(m2 K)
Electronic/phonon conductance: 0.31 %
Chosen heat flux: 1.0e+07 W/m2
Temperature drop, electrons only: 13.64 K
Temperature drop, phonons included: 42.0 mK
Rise of RA, antiparallel state (rough): 100 %
Antiparallel kappa_e: 3.665e+05 W/(m2 K)
Switching change of total conductance: 0.15 %
Bias for Joule heat = kappa_e x 1 K: 2.71 mV
```
